# Why Magnetic Alignment Helps Assign Inelastic Tunnelling Peaks

**Question.** A tunnel junction between two identical ferromagnets shows peaks in $d^2I/dV^2$ at certain bias voltages. Each peak marks the energy of some excitation that tunnelling electrons can create, but the voltage alone does not say whether it is a phonon or a magnon. Why does it help to record the spectrum twice, once with the magnetizations parallel and once with them antiparallel?

## The mechanism: which states are joined

An electron that gives up an energy $\Omega$ while tunnelling must still find an empty state on the other side. At low temperature this requires $eV>\Omega$. Above that bias a new channel adds to the current, the conductance $dI/dV$ steps up, and $d^2I/dV^2$ has a peak whose area is the height of the step.

That height depends on how many initial and final states the process can join. In a ferromagnet the number depends on spin. Let $M$ be the density of states at the Fermi level for electron spin along the local spin of the electrode, and $m$ the density for spin against it. Define

$$N=M+m,\qquad P=\frac{M-m}{N},\qquad M=\frac N2(1+P),\qquad m=\frac N2(1-P).$$

Positive polarization means $M>m$. Directions refer to the local spins, so the sign relating spin to magnetic moment never enters.

A phonon displaces atoms and, without spin–orbit coupling, leaves the electron spin alone. In parallel alignment it joins $M$ to $M$ and $m$ to $m$. In antiparallel alignment the same spin direction is "along" on one side and "against" on the other, so it joins $M$ to $m$ and $m$ to $M$.

A magnon carries angular momentum. Creating one lowers the local spin by one unit, and the electron must gain that unit by reversing its spin. The reversal exchanges the two patterns: unlike densities are joined in parallel alignment, like densities in antiparallel alignment. Since $M^2+m^2-2Mm=(M-m)^2$ is positive when $P\neq0$, joining like densities gives the larger total. The magnon case has a further condition, which appears when the two interfaces are counted separately.

## The height of one step

Take positive $V$ to drive electrons from left (L) to right (R), with $e>0$. Let $W$ be the tunnelling matrix element for a process that emits one boson, and $\rho_L,\rho_R$ the densities of the initial and final states. I assume weak, off-resonant tunnelling, so that the golden rule applies, and take $W$ and the densities as constant over the bias window. Then

$$I=\frac{2\pi e}{\hbar}|W|^2\rho_L\rho_R\int dE\,f(E-eV)\,[1-f(E-\Omega)],$$

where $f$ is the Fermi function, $E$ is the initial energy, and energies are measured from the right Fermi level. The first factor requires an occupied state on the left, the second an empty one on the right at energy $E-\Omega$. At zero temperature the integrand is one for $\Omega<E<eV$ and zero elsewhere, so the integral is $eV-\Omega$ above threshold. Differentiating with respect to $V$ gives another factor $e$:

$$\Delta G=\frac{2\pi e^2}{\hbar}|W|^2\rho_L\rho_R=\frac{e^2}{h}\,4\pi^2|W|^2\rho_L\rho_R .$$

What remains is to sum $|W|^2\rho_L\rho_R$ over the allowed spin pairs. Different spin pairs and different final boson states are distinguishable outcomes, so their probabilities add.

## The phonon sum

Let the phonon modulate the barrier with amplitude $g$ for both spins. In parallel (P) and antiparallel (AP) alignment,

$$\Delta G^{\rm ph}_{P}\propto g^2(M^2+m^2)=g^2\frac{N^2}{4}\left[(1+P)^2+(1-P)^2\right]=g^2\frac{N^2}{2}(1+P^2),$$

$$\Delta G^{\rm ph}_{AP}\propto g^2(2Mm)=g^2\frac{N^2}{2}(1+P)(1-P)=g^2\frac{N^2}{2}(1-P^2).$$

The common prefactor is $4\pi^2e^2/h$. Therefore

$$\frac{\Delta G^{\rm ph}_{P}}{\Delta G^{\rm ph}_{AP}}=\frac{1+P^2}{1-P^2}.$$

## The magnon sum

Let the electron couple to a local spin $\mathbf S$ at an interface through a tunnelling term $J\,\boldsymbol\sigma\cdot\mathbf S$, where $\boldsymbol\sigma$ are the Pauli matrices. Written along the axis of the local spin,

$$\boldsymbol\sigma\cdot\mathbf S=\sigma_zS_z+\sigma_+S_-+\sigma_-S_+,\qquad \sigma_+=|{\uparrow}\rangle\langle{\downarrow}|.$$

In its ground state the local spin has its largest projection $S$. Emission uses $S_-|S\rangle=\sqrt{2S}\,|S-1\rangle$, and the accompanying $\sigma_+$ turns the electron from against to along that local spin. The squared matrix element is $w=2SJ^2$. The two interfaces may couple differently, so call their values $w_L$ and $w_R$.

Let "up" be the direction of the left local spin, and let electrons travel from L to R.

- **Parallel.** Emission at either interface requires down to up. The initial density is $m$ on the left and the final density is $M$ on the right. The total is $(w_L+w_R)Mm$.
- **Antiparallel, emission at L.** The electron again goes from down to up. Up is now against the right local spin, so the product is $m\cdot m$.
- **Antiparallel, emission at R.** The electron must end along the right local spin, which points down. It goes from up to down, and the product is $M\cdot M$.

Thus

$$\Delta G^{\rm mag}_{P}\propto(w_L+w_R)Mm,\qquad \Delta G^{\rm mag}_{AP}\propto w_Lm^2+w_RM^2 .$$

For equal coupling, $w_L=w_R=w$, these are $2wMm=w\frac{N^2}{2}(1-P^2)$ and $w(M^2+m^2)=w\frac{N^2}{2}(1+P^2)$, so

$$\frac{\Delta G^{\rm mag}_{AP}}{\Delta G^{\rm mag}_{P}}=\frac{1+P^2}{1-P^2}.$$

This is the phonon ratio with the alignments exchanged. Both ratios depend on $P^2$, so identical electrodes of negative polarization give the same result. At $P=0$ both equal one and alignment carries no information.

## When one polarity misleads

For unequal interfaces the difference between alignments is

$$w_Lm^2+w_RM^2-(w_L+w_R)Mm=(M-m)(w_RM-w_Lm).$$

With $P>0$ the first factor is positive. The antiparallel step is then larger if

$$\frac{w_{\rm collector}}{w_{\rm emitter}}>\frac mM=\frac{1-P}{1+P}.$$

Here the left electrode is the emitter and the right one the collector. If magnons couple at the emitter alone, the condition fails and the magnon peak shrinks on going to antiparallel alignment, just as a phonon peak does.

Reversing the bias exchanges emitter and collector. The average over both polarities is

$$\frac12\left[(w_Lm^2+w_RM^2)+(w_Rm^2+w_LM^2)\right]=\frac{w_L+w_R}{2}(M^2+m^2),$$

while the parallel value stays $(w_L+w_R)Mm$. The full ratio returns for any unequal coupling. Comparing both polarities is therefore part of a safe assignment.

## Intermediate angles

Let the local spins make an angle $\theta$. A spin state along the left axis has probability $\cos^2(\theta/2)$ of lying along the right axis, so it sees the right-hand density

$$M\cos^2\frac\theta2+m\sin^2\frac\theta2=\frac N2(1+P\cos\theta).$$

The opposite state sees $\frac N2(1-P\cos\theta)$. For phonons the sum of products is

$$\frac{N^2}{4}\left[(1+P)(1+P\cos\theta)+(1-P)(1-P\cos\theta)\right]=\frac{N^2}{2}(1+P^2\cos\theta).$$

For magnons with equal coupling, emission at L starts against the left spin and ends along it, which gives $(1-P)(1+P\cos\theta)$. Emission at R starts against the right spin and ends along it, which gives $(1-P\cos\theta)(1+P)$. Each carries $N^2/4$. In the sum the terms linear in $P$ cancel:

$$\frac{N^2}{4}\left[2-2P^2\cos\theta\right]=\frac{N^2}{2}(1-P^2\cos\theta).$$

The two kinds of step thus move in opposite directions throughout a rotation.

These sums can be compared with a scattering calculation that assumes neither the golden rule nor the selection rule. Two semi-infinite chains with $P=0.6$ were joined by a link carrying a phonon and two quantum spins $S=1$. In units of the chain hopping, the elastic link amplitude was $3\times10^{-3}$ and the phonon and spin amplitudes were $10^{-7}$. The full matrix gave a phonon P/AP ratio of 2.1251 and a magnon AP/P ratio of 2.1250, against the predicted 2.1250. Over the angles $0$, $0.7$, $2.0$ and $\pi$ radians, the largest deviation of a step from its formula was $9.1\times10^{-5}$ of that step. The calculation treats one electron, so it does not assess many-electron corrections.

## Temperature and peak width

Set $x=(eV-\Omega)/k_BT$ and $u=(E-\Omega)/k_BT$. The product of Fermi factors obeys

$$f(u-x)[1-f(u)]=\frac{e^u}{(e^{u-x}+1)(e^u+1)}=\frac{f(u-x)-f(u)}{1-e^{-x}},$$

where $f(u)=1/(e^u+1)$. The integral of $f(u-x)-f(u)$ over $u$ is the shift $x$, so the thermal integral is $k_BT\,R(x)$ with

$$R(x)=\frac{x}{1-e^{-x}}=\frac x2+\frac x2\coth\frac x2 .$$

Differentiating twice gives the line shape

$$\chi(x)=R''(x)=\frac{(x/2)\coth(x/2)-1}{2\sinh^2(x/2)} .$$

Its area is $R'(\infty)-R'(-\infty)=1$. Near $x=0$, $(x/2)\coth(x/2)\approx1+x^2/12$ and $2\sinh^2(x/2)\approx x^2/2$, so $\chi(0)=1/6$. An emission peak therefore has height $e\,\Delta G/(6k_BT)$, and its full width at half maximum is $5.439\,k_BT/e$.

Warm electrodes also contain magnons that can be absorbed. Absorption turns the electron from along to against the local spin. This exchanges $M$ and $m$ in the antiparallel products and leaves $Mm$ unchanged, so for equal coupling the ratio survives. With occupation $n$ and $v_\pm=(eV\pm\Omega)/k_BT$, the net current of both directions is proportional to

$$(1+n)[R(v_-)-R(-v_+)]+n[R(v_+)-R(-v_-)].$$

Because $R(x)-R(-x)=x$, the terms in $n$ add to $n(v_-+v_+)$, which is linear in $V$. They vanish in the second derivative. What remains is $\chi(v_-)-\chi(v_+)$: a peak at $+\Omega/e$ and its negative mirror at $-\Omega/e$. In this model heating harms the assignment through overlap of the broadened peaks, not through the magnon occupation itself.

## The number: a junction at 4.2 K

Take $P=0.6$, a phonon at 80 meV, a magnon at 25 meV and a spin-averaged elastic conductance $G_0=1000$ µS. Let the inelastic strengths be $r_{\rm ph}=g^2/t_0^2=0.03$ and $r_{\rm mag}=w/t_0^2=0.02$, where $t_0$ is the elastic amplitude. Elastic tunnelling conserves spin, so its conductance follows the phonon sum with $g$ replaced by $t_0$: it is $G_0(1+P^2)$ in parallel and $G_0(1-P^2)$ in antiparallel alignment, with $G_0=(4\pi^2e^2/h)\,t_0^2N^2/2$. Each inelastic step is then $G_0$ times its strength times $1\pm P^2$. The interfaces couple equally.

Since $P^2=0.36$, the predicted ratio is $1.36/0.64=2.125$. The steps are

$$\begin{aligned}
\Delta G^{\rm ph}_P&=1000(0.03)(1.36)=40.8\ \mu{\rm S},\\
\Delta G^{\rm ph}_{AP}&=1000(0.03)(0.64)=19.2\ \mu{\rm S},\\
\Delta G^{\rm mag}_P&=1000(0.02)(0.64)=12.8\ \mu{\rm S},\\
\Delta G^{\rm mag}_{AP}&=1000(0.02)(1.36)=27.2\ \mu{\rm S}.
\end{aligned}$$

At 4.2 K each peak is 1.97 mV wide, far less than the 55 mV between them. Areas taken from the simulated spectrum within 4 mV of each centre reproduce the steps to within 0.02 µS; the small loss lies in the tails outside the window.

The elastic conductance also follows alignment: 1360 µS in parallel and 640 µS in antiparallel, a tunnelling magnetoresistance (TMR) of $1360/640-1=112.5\,\%$. Divided by it, the phonon step is 0.03 in both alignments. The magnon fraction grows by $2.125^2=4.516$. A plot of the conductance divided by its elastic part therefore shows an unchanged phonon step, and one must say which quantity is being compared.

If two excitations overlap, write the measured areas as $A_P=a(1+P^2)+b(1-P^2)$ and $A_{AP}=a(1-P^2)+b(1+P^2)$, where $a$ is the spin-conserving part and $b$ the spin-flip part. Multiplying the first by $1+P^2$, the second by $1-P^2$ and subtracting removes $b$:

$$a=\frac{A_P(1+P^2)-A_{AP}(1-P^2)}{4P^2},$$

because $(1+P^2)^2-(1-P^2)^2=4P^2$. Exchanging $A_P$ and $A_{AP}$ gives $b$. Had the two peaks above coincided, the areas would be 53.6 and 46.4 µS, and the formulas would return $a=30$ µS and $b=20$ µS, the products $G_0r_{\rm ph}$ and $G_0r_{\rm mag}$. The division by $4P^2$ magnifies measurement errors when $P$ is small. The formulas also require equal coupling at the two interfaces, or areas averaged over both polarities. With $w_{\rm collector}/w_{\rm emitter}=0.5$ and the same total coupling, one polarity alone returns $a=33.6$ µS and $b=12.4$ µS, and the other returns $26.4$ µS and $27.6$ µS.

At 300 K the width is 141 mV and the peaks merge. The signal at 80 mV has a P/AP ratio of 1.495 instead of 2.125. At 25 mV the AP/P ratio is 0.781, on the wrong side of one: the broad phonon peak contributes there, while the magnon peak is partly cancelled by its negative mirror. Reading that voltage as a pure peak would assign it wrongly. The width equals the peak spacing at 117 K, so a clear separation needs a temperature well below that.

## What a real junction changes

These parameters are rough values in the regime of a CoFeB/MgO/CoFeB junction. Good junctions of this type can have a considerably larger TMR, so $P=0.6$ is moderate. Their magnons form a broad spectrum rather than one line. In iron–cobalt electrodes it starts near zero and can extend beyond 100 meV, through the phonon energy, so the single line at 25 meV and the narrow Gaussian used next are only illustrations. A Gaussian energy spread of 5 meV rms lowers the antiparallel magnon peak from 12.52 to 2.13 mS/V but preserves its total area, so the integration window must cover the whole band.

Unequal interfaces can matter more. With $w_{\rm collector}/w_{\rm emitter}=0.5$ and the same total coupling, the antiparallel magnon step is 19.2 µS at one polarity and 35.2 µS at the other; their mean is 27.2 µS. With emitter magnons alone it is 3.2 µS, below the parallel 12.8 µS. The critical coupling ratio is 0.25.

The term $J\sigma_zS_z$ creates no magnon but changes the elastic amplitude. For one spin $S=1$ at each interface, $r_{\rm mag}=2J^2/t_0^2=0.02$ gives $|J|/t_0=0.1$. In parallel alignment the two interfaces add, and the elastic conductance is multiplied by 1.393 or 0.687, depending on the sign of $J$. In antiparallel alignment their contributions cancel. The absolute magnon ratio stays at 2.125, but the normalized fractions and the TMR shift. In the example the phonon P/AP ratio and the magnon AP/P ratio both equal $1+{\rm TMR}=2.125$. This equality holds when this static exchange is small and elastic and inelastic tunnelling share the same $P$. The example satisfies it only because the term was left out of the elastic conductance: with $|J|/t_0=0.1$ included, $1+{\rm TMR}$ becomes $2.125(1.393)=2.96$ or $2.125(0.687)=1.46$. In MgO, tunnelling also selects orbital symmetry, and a phonon may change that selection; if it joins two orbital channels with polarizations $P_A$ and $P_B$, the phonon step follows $1\pm P_AP_B$ instead of $1\pm P^2$. Should the two polarizations have opposite signs, the phonon peak also grows in antiparallel alignment.

Other corrections, with their sizes in this example, are:

- If reversal stops at 160°, the phonon and magnon ratios become 2.055 and 2.091.
- If the effective polarization, for elastic and phonon-assisted tunnelling alike, falls with bias so that the TMR, defined from $dI/dV$, halves linearly by 500 mV (an assumed rate), the ratio of the phonon steps at 80 mV becomes $1+1.125(0.92)=2.035$. That both channels fall alike is an assumption. At threshold the electron starts and ends at a Fermi level, so a decay caused only by the energy dependence of the densities of states leaves the step ratio close to 2.125. The elastic conductance then drifts with bias too. If its spin average stays constant, the change across the 8 mV window is about −2 µS in parallel and +2 µS in antiparallel alignment. Unless this drift is subtracted, the ratio of the measured areas drops to about 1.76. If the same rate refers to a TMR defined from $I/V$, the drift is about twice as large and the ratio drops to about 1.5.
- A barrier 1.0 eV high and 1.5 nm thick, with mass $0.4\,m_e$, adds, in a WKB estimate that keeps only the barrier exponent, a smooth background in parallel alignment of about 5 µS in the phonon window and 1.6 µS in the magnon window. For the ±4 mV windows used here that is roughly an eighth of each parallel step. It grows in proportion to the window width: a ±15 mV window, wide enough for the Gaussian band assumed above, collects about 6 µS, nearly half the parallel magnon step. It should be subtracted.

Finally, alignment identifies the spin character of a peak, not the excitation itself. An unpolarized magnetic impurity in the barrier can flip spins both ways. If it is excited only by such flips, with equal weight, it joins $M$ with $m$ in parallel alignment, and $M$ with $M$ or $m$ with $m$ in antiparallel alignment, so it follows the magnon pattern. If the term $\sigma_zS_z$ can excite it as well, part of the step conserves spin. That part follows the phonon pattern, so it weakens the contrast between alignments and reverses it if it dominates. A peak that grows in antiparallel alignment at both polarities is evidence for spin flips, provided that two spin-conserving causes can be excluded. One is a phonon joining orbital channels of opposite polarization. The other is structure in the electrode densities of states, which were taken as constant here. An edge of height $\Delta$ in the density against the local spin, lying above the Fermi level in both electrodes, gives an elastic conductance step proportional to $m\Delta$ in parallel and $M\Delta$ in antiparallel alignment. That is a ratio $M/m=4$ at both polarities, with no boson and no flip. Even when both causes are excluded, calling the peak a magnon needs further evidence, such as agreement with a known magnon energy. The numerical output below lists the values used here. In the program's comments and labels, "moment" means the direction of the local spin.

## Calculated quantities

```
Polarization P = 0.60; M/N = 0.80, m/N = 0.20
Predicted step ratio = 2.1250
Scattering model, phonon P/AP = 2.1251
Scattering model, magnon AP/P = 2.1250
Largest relative error over four angles = 9.1e-05
Magnon fraction of elastic G, AP/P = 4.516
Phonon energy = 80 meV, magnon energy = 25 meV
Spin-averaged elastic G0 = 1000 uS
Inelastic strengths: phonon 0.03, magnon 0.02
Elastic G: P 1360 uS, AP 640 uS
TMR = 112.5 %
Phonon step: P 40.8 uS, AP 19.2 uS
Phonon area from spectrum: P 40.79 uS, AP 19.19 uS
Phonon peak height: P 18.79 mS/V, AP 8.84 mS/V
Magnon step: P 12.8 uS, AP 27.2 uS
Magnon area from spectrum: P 12.80 uS, AP 27.19 uS
Magnon peak height: P 5.89 mS/V, AP 12.52 mS/V
Area window = +/- 4 mV
Thermal peak width (FWHM) = 5.439 kT/e
Width at 4.2 K = 1.97 mV
Width at 300 K = 141 mV
Width equals peak spacing at 117 K
300 K, signal P/AP at 80 mV = 1.495
300 K, signal AP/P at 25 mV = 0.781
Magnon occupation at 300 K = 0.613
Critical w_collector/w_emitter = 0.250
Unequal coupling w_collector/w_emitter = 0.50:
  AP magnon step, this polarity = 19.2 uS
  AP magnon step, reversed bias = 35.2 uS
Emitter magnons only, AP step = 3.2 uS
Collector magnons only, AP step = 51.2 uS
Moments at 160 deg: phonon ratio 2.055, magnon ratio 2.091
Static exchange amplitude J/t0 = 0.100 (S = 1)
  elastic G_P factor: J>0 1.393, J<0 0.687
  magnon AP/P ratio with this J = 2.1250
Magnon energy spread (rms) = 5 meV
  AP magnon peak height then = 2.13 mS/V
Barrier: 1.0 eV, 1.5 nm, mass 0.4 m_e
  P background in phonon window = 5.12 uS
  P background in magnon window = 1.58 uS
  field at 80 mV = 0.53 MV/cm
TMR halved at 500 mV (assumed, linear):
  phonon ratio at 80 mV = 2.035
```
